# Gate-source capacitance of a saturated thin-film transistor with power-law mobility

A thin-film transistor has channel width $W$, channel length $L$ and insulator capacitance per area $C_i$. The full insulator capacitance over the channel is $C=C_iWL$. The source is at $x=0$ and the drain at $x=L$. The local overdrive is

$$u(x)=V_G-V_T-V(x),$$

where $V_G$ is the gate voltage, $V_T$ a constant threshold voltage and $V(x)$ the channel potential. Signs are those of an electron channel; for a hole channel all voltages are reversed. The mobility is $\mu=k\,u^{\gamma}$ with constant $k$ and $\gamma>-1$. The end values of $u$ are $u_s$ at the source and $u_d$ at the drain, and $n=\gamma+2$.

The model makes these assumptions:

- The channel is gradual: its mobile charge per area has magnitude $C_iu(x)$, fixed by the local voltage across the insulator.
- The current is carried by drift, and the contacts are ideal.
- Electrode overlap is excluded, which is the meaning of "intrinsic".
- Voltages change slowly enough for the channel to stay in its steady state.

Parts (d) to (g) examine what these assumptions cost.

## (a) Current and overdrive profile

**Find the steady current for given $u_s$ and $u_d$, and the profile $u(x)$ in saturation.**

Let $I$ be the current entering at the drain, positive in normal operation. Drift gives $I=W\mu C_iu\,dV/dx$. At fixed $V_G$, $dV=-du$, so

$$I=-WC_ik\,u^{n-1}\frac{du}{dx},$$

because $u^{\gamma}u=u^{n-1}$. In the steady state $I$ is the same at every $x$. Integration from source to drain gives

$$IL=WC_ik\int_{u_d}^{u_s}u^{n-1}du,\qquad I=\frac{WC_ik}{nL}\left(u_s^n-u_d^n\right).$$

Saturation begins when $V_D=V_G-V_T$, where $u_d=0$. For higher $V_D$ the model keeps $u_d=0$ and assigns the extra voltage to a pinched region of negligible length. Part (e) supports this within the gradual-channel model, and part (g) considers the length in a real device. Integrating from $x$ to $L$ with $u_d=0$ gives $I(L-x)=WC_ik\,u^n/n$. Division by the same relation at $x=0$ yields

$$u(x)=u_s\left(1-\frac{x}{L}\right)^{1/n}.$$

A larger $\gamma$ makes the profile flatter over most of the channel and steeper at the drain. Poorly conducting regions need a larger field to carry the common current, and with larger $\gamma$ the conductance is lost more abruptly as $u$ falls.

If the power law is meant for the incremental field-effect mobility, the sheet conductance $G$ obeys $dG/du=C_ik\,u^\gamma$. Then $G=C_ik\,u^{\gamma+1}/(\gamma+1)$. The current changes by a constant factor, while the profile stays the same.

## (b) The saturated capacitance

**Find $C_{gs}=-\partial Q_G/\partial V_S$ in saturation, at fixed $V_G$ and $V_D$.**

The gate carries the positive counterpart of the mobile electron charge, plus a constant from any fixed charge. Apart from that constant, with $s=1-x/L$,

$$Q_G=WC_i\int_0^L u\,dx=Cu_s\int_0^1s^{1/n}ds=\frac{n}{n+1}\,Cu_s.$$

Raising the source voltage lowers the source overdrive: $\partial u_s/\partial V_S=-1$. The two minus signs cancel, so

$$C_{gs}=\frac{n}{n+1}\,C=\frac{\gamma+2}{\gamma+3}\,C.$$

Constant mobility, $\gamma=0$, gives $2C/3$. As $\gamma\to\infty$ the ratio tends to 1, since nearly the whole channel then sits at the source overdrive. The constant $k$ has dropped out: the capacitance depends on how mobility varies along the channel, not on its size.

The result was tested without the profile formula. The channel was replaced by 2000 nonlinear resistors in series, the node voltages were found from current balance, and the source overdrive was changed by $\pm1\%$. For $\gamma=-0.5,\,0,\,0.8,\,2$ the charge response gave $C_{gs}/C=0.6000,\,0.6667,\,0.7369,\,0.8003$. The formula gives $0.6000,\,0.6667,\,0.7368,\,0.8000$.

## (c) Below saturation

**Find $C_{gs}$ and $C_{gd}=-\partial Q_G/\partial V_D$ for $0<u_d<u_s$. Examine both ends of this range and the role of $\gamma>-1$.**

From (a), $dx=-WC_ik\,u^{n-1}du/I$. Changing variable from $x$ to $u$ and inserting $I$ gives

$$Q_G=C\,\frac{\int_{u_d}^{u_s}u^n\,du}{\int_{u_d}^{u_s}u^{n-1}\,du}=\frac{n}{n+1}\,C\,\frac{S}{D},$$

with $S=u_s^{n+1}-u_d^{n+1}$ and $D=u_s^n-u_d^n$. Since $du_s=-dV_S$ and $du_d=-dV_D$ at fixed gate voltage, $C_{gs}=\partial Q_G/\partial u_s$ and $C_{gd}=\partial Q_G/\partial u_d$. The quotient rule gives

$$\frac{\partial}{\partial u_s}\frac SD=\frac{(n+1)u_s^nD-nu_s^{n-1}S}{D^2},$$

$$\frac{\partial}{\partial u_d}\frac SD=\frac{-(n+1)u_d^nD+nu_d^{n-1}S}{D^2}.$$

Divide numerators and denominators by $u_s^{2n}$ and write $r=u_d/u_s$. The first numerator becomes $(n+1)(1-r^n)-n(1-r^{n+1})$. The second becomes $-(n+1)r^n(1-r^n)+nr^{n-1}(1-r^{n+1})$. Collecting terms,

$$\frac{C_{gs}}C=\frac n{n+1}\,\frac{1-(n+1)r^n+nr^{n+1}}{(1-r^n)^2},$$

$$\frac{C_{gd}}C=\frac n{n+1}\,\frac{r^{n-1}\left[n-(n+1)r+r^{n+1}\right]}{(1-r^n)^2}.$$

**Small drain voltage.** Put $r=1-\epsilon$ and expand to second order:

$$r^n\approx1-n\epsilon+\tfrac12n(n-1)\epsilon^2,$$

$$r^{n+1}\approx1-(n+1)\epsilon+\tfrac12n(n+1)\epsilon^2.$$

In the numerator of $C_{gs}$ the constant and linear terms cancel. The quadratic coefficient is $-\tfrac12(n+1)n(n-1)+\tfrac12n^2(n+1)=\tfrac12n(n+1)$. The bracket in $C_{gd}$ also reduces to $\tfrac12n(n+1)\epsilon^2$. The denominators are $n^2\epsilon^2$, so both ratios tend to

$$\frac n{n+1}\cdot\frac{n(n+1)}{2n^2}=\frac12.$$

The nearly uniform channel is shared equally between its ends, whatever $\gamma$ is.

**Pinch-off.** As $r\to0$, $C_{gs}/C\to n/(n+1)$, in agreement with (b), and

$$\frac{C_{gd}}C\approx\frac{n^2}{n+1}\,r^{n-1}.$$

This vanishes because $n-1=\gamma+1>0$. The output conductance contains the same power, since $\partial I/\partial u_d=-WC_ik\,u_d^{n-1}/L$. Current and charge therefore stop responding to the drain together, and join their constant saturated values with continuous slope. For $-1<\gamma<0$ the approach is slow: at $\gamma=-0.9$, $C_{gd}/C$ is still $0.23$ at $r=10^{-4}$. At $\gamma=-1$ the expression for $C_{gd}/C$ stays at $1/2$ down to pinch-off, so this smooth approach is lost.

## (d) How slow is slow?

**A small voltage at angular frequency $\omega$ is applied to the source of the saturated transistor. Show that the result of (b) is the low-frequency limit, and find the first correction.**

The carrier-charge flow per width from source to drain is $-C_ik\,u^{n-1}\partial_xu$. Charge conservation therefore gives

$$\frac{\partial u}{\partial t}=k\frac{\partial}{\partial x}\left(u^{n-1}\frac{\partial u}{\partial x}\right)=\frac kn\frac{\partial^2u^n}{\partial x^2}.$$

Write $u=u_0+\delta u\,e^{i\omega t}$, where $u_0=u_ss^{1/n}$ is the steady profile. To first order $\delta(u^n)/n=u_0^{n-1}\delta u$. Define

$$w=\frac{u_0^{n-1}\,\delta u}{u_s^{n-1}\,\delta u_s},\qquad\text{so that}\qquad\frac{\delta u}{\delta u_s}=s^{1/n-1}w.$$

With $\mu_s=ku_s^\gamma$, the mobility at the source, and $\Omega=\omega L^2/(\mu_su_s)$, the linearized equation is

$$\frac{d^2w}{ds^2}=i\Omega\,s^{1/n-1}w,\qquad w(0)=0,\quad w(1)=1.$$

The condition at $s=0$ holds because $u$ stays zero at the drain. The capacitance ratio is $\int_0^1s^{1/n-1}w\,ds$. At $\Omega=0$, $w=s$ and the integral is $n/(n+1)$, as in (b).

For the next order put $w=s+i\Omega w_1$. Then $w_1''=s^{1/n}$ with $w_1(0)=w_1(1)=0$. Two integrations give

$$w_1=\frac{n^2}{(n+1)(2n+1)}\left(s^{2+1/n}-s\right).$$

The integral needed is

$$\int_0^1\left(s^{1+2/n}-s^{1/n}\right)ds=\frac n{2(n+1)}-\frac n{n+1}=-\frac n{2(n+1)}.$$

It is natural to measure frequency by the transit time, which is mobile charge divided by current:

$$\tau=\frac{Q_G}{I}=\frac{nCu_s/(n+1)}{C\mu_su_s^2/(nL^2)}=\frac{n^2}{n+1}\,\frac{L^2}{\mu_su_s}.$$

Here $Q_G$ omits its constant part. Thus $\Omega=\omega\tau(n+1)/n^2$, and to first order in frequency

$$\frac{C_{gs}(\omega)}C=\frac n{n+1}\left[1-\frac{i\omega\tau}{2(2n+1)}\right].$$

The negative imaginary part is a delay: the channel needs time to fill or empty. For $n=2.8$ its predicted size at $\omega\tau=1$ is $0.7368/13.2=0.0558$. The numerical solution of the full linear equation gives $-0.0554$ there and $-0.0056$ at one tenth of that frequency. The real part at $\omega\tau=1$ is $0.7320$, which is $0.7\%$ below its static value. The first correction is small only for $\omega\tau\ll2(2n+1)$, about 13 here, and the series in $\omega\tau$ converges only below about 11.5. Already at $\omega\tau=3$ the real part is $5.6\%$ below its static value.

## (e) An origin for $\gamma$, and the neglected diffusion

**Carriers fill an exponential tail of states of energy width $k_BT_0$, with $T<T_0$. Assume the hopping law: local conductivity proportional to $\nu^{a}$, where $\nu$ is carrier density and $a=T_0/T$. Find $\gamma$, then the leading correction to $C_{gs}$ from diffusion and finite layer depth.**

For a thick film, let $\varphi(z)$ be the potential at depth $z$ from the insulator, measured from a level fixed relative to the local electrochemical potential, with higher values attracting electrons. Filling the tail gives $\nu\propto e^{q\varphi/k_BT_0}$, where $q$ is the elementary charge. Poisson's equation is $\varphi''=q\nu/\varepsilon_s$, with $\varepsilon_s$ the film permittivity. Multiply by $\varphi'$ and integrate from deep in the film, where field and density vanish. The field $F=-\varphi'$ obeys

$$F^2=\frac{2k_BT_0\,\nu}{\varepsilon_s}.$$

At the surface $F_s=P/\varepsilon_s$, where $P$ is the sheet charge, so the surface density satisfies $\nu_s\propto P^2$. For the sheet conductance use $dz=-d\varphi/F$ and $d\varphi=(k_BT_0/q)\,d\nu/\nu$:

$$G\propto\int_0^\infty\nu^a\,dz\propto\int_0^{\nu_s}\nu^{a-3/2}d\nu\propto\nu_s^{a-1/2}\propto P^{2a-1}.$$

Mobility is proportional to $G/P$, hence to $P^{2a-2}$. With $P\approx C_iu$,

$$\gamma=2\left(\frac{T_0}T-1\right).$$

For $T=300$ K and $T_0=420$ K this is $0.800$; numerical integration of Poisson's equation also gives $0.800$. The hopping law itself is an input and has not been tested.

Now let $V(x)$ be the electrochemical potential divided by $-q$, so that its gradient drives drift and diffusion together. Write $p=P/C_i$. Part of the overdrive is spent on the surface potential, which grows as $(k_BT_0/q)\ln\nu_s=(2k_BT_0/q)\ln P$ plus a constant. With a suitable choice of threshold,

$$u=p+V_d\ln\frac p{V_d},\qquad V_d=\frac{2k_BT_0}q.$$

Since $du=(1+V_d/p)\,dp$ and mobility follows $p^\gamma$, the saturated charge is

$$Q_G=C\,\frac{p_s^{n+1}/(n+1)+V_dp_s^n/n}{p_s^n/n+V_dp_s^{n-1}/(n-1)}.$$

For $V_d\ll p_s$, this is $[n/(n+1)]\,C\,[p_s+\text{constant}\times V_d+O(V_d^2/p_s)]$. The constant disappears on differentiation by $p_s$. What remains at first order is $dp_s/du_s=1/(1+V_d/p_s)\approx1-V_d/u_s$, so

$$\frac{C_{gs}}C\approx\frac n{n+1}\left(1-\frac{V_d}{u_s}\right).$$

Beyond pinch-off $u_d$ is negative and $p_d\approx V_de^{u_d/V_d}$. Once $|u_d|\gg V_d$, the drain-end charge is exponentially small. This is why $u_d=0$ in the drift model was a sound replacement.

## (f) A worked device

**Take $W=1000$ µm, $L=20$ µm, 300 nm of insulator with relative permittivity 3.9, $u_s=20$ V, a drain 30 V above the source, and $\mu_s=0.01$ cm²/Vs. Use $\gamma=0.8$ from (e). Find the capacitance, current and transit time.**

The insulator capacitance per area is its permittivity divided by its thickness, $11.51$ nF/cm². The channel area is $2\times10^{-4}$ cm², so $C=2.302$ pF. Then

$$C_{gs}=\frac{2.8}{3.8}\times2.302\ \text{pF}=0.7368\times2.302\ \text{pF}=1.696\ \text{pF}.$$

At mid-channel the overdrive is $20\times0.5^{1/2.8}=15.6$ V: half the length uses less than a quarter of the voltage. The current is

$$I=\frac{W}{nL}C_i\mu_su_s^2=\frac{50}{2.8}\times11.51\times10^{-9}\times0.01\times400\ \text{A}=0.822\ \text{µA}.$$

The mobile charge is $1.696\ \text{pF}\times20\ \text{V}=33.9$ pC. Hence $\tau=33.9\ \text{pC}/0.822\ \text{µA}=41.3$ µs, and $\omega\tau=1$ at $1/(2\pi\tau)=3.86$ kHz. At 100 kHz, $\omega\tau$ is about 26, outside the range of the expansion in (d), so the static value should not be expected there.

## (g) What the intrinsic result leaves out

**Estimate the main omissions for this device and compare its setting with a real one.**

**Contacts.** A source resistance $R$ reduces the inner overdrive to $u_s=u_a-RI$, where $u_a=20$ V is now the applied overdrive. Since $I\propto u_s^n$, differentiation gives

$$\frac{du_s}{du_a}=\frac1{1+nIR/u_s}.$$

For a rough $R=1$ MΩ the lost voltage is $0.740$ V and $u_s=19.26$ V. The static ratio falls from $0.7368$ to $0.6653$, about $10\%$ lower. The loss is larger than the $3.7\%$ voltage drop because the current rises faster than the overdrive.

**Overlap.** A 5 µm source overlap adds $0.25C$, or $0.58$ pF, in parallel. This is about a third of the intrinsic $C_{gs}$.

**Field-enhanced mobility.** Let the mobility gain a factor $e^{\beta\sqrt E}$, with $E$ the lateral field and $\beta=3\times10^{-4}$ (m/V)$^{1/2}$, a rough value. Current continuity then fixes $Ee^{\beta\sqrt E}\propto u^{-(n-1)}$. The field rises less steeply towards the drain, so a larger share of the length lies at low overdrive. This lowers $Q_G/(Cu_s)$ to $0.7175$. The shift grows with $u_s$, so the derivative falls further: the computed ratio is $0.7087$, about $4\%$ lower. The size depends strongly on $\beta$. The ratio is about $10\%$ lower for $\beta=10^{-3}$ (m/V)$^{1/2}$, and $14\%$ lower for the Poole–Frenkel value $1.7\times10^{-3}$ (m/V)$^{1/2}$ at permittivity 3 and 300 K.

**Diffusion and layer depth.** Here $V_d=72.4$ mV, and (e) predicts $0.7368(1-0.0036)=0.734$. The full integrals give $0.7341$. Both assume a thick film. In a 30 nm film with no field at its back surface, the carrier layer reaches through the film once $p$ falls below about $0.56$ V. The ratio is then $0.735$, $\gamma$ at the source is $0.786$, and the drain-end charge decays as $e^{2u_d/V_d}$.

**The drain end.** Near the drain, lateral field variation competes with the insulator field. With insulator thickness $d$, compare $d\,|u''|$ with $u/d$. The profile gives $|u''|=(n-1)u/[n^2(L-x)^2]$, so the terms are equal at $L-x=d\sqrt{n-1}/n=144$ nm. This region holds a fraction $(144\ \text{nm}/L)^{(n+1)/n}=0.12\%$ of the charge. If the pinched region at high drain voltage is about $d$ long, which is a guess at its scale, it removes $1.5\%$ of the channel length.

**Temperature and layering.** With $T_0$ and overdrive held fixed, the ratio is $0.7706$ at 250 K and $0.7059$ at 350 K. The field equation in (e) also gives $dF/dz=-qF^2/(2k_BT_0)$, hence $F=F_s/(1+z/z_0)$ with $z_0=V_d/F_s$. Half the charge lies within $z_0=0.84$ nm at the source, for film permittivity 3. That is a molecular length, so a continuous depth profile is doubtful. If all charge sits in one layer, $G\propto P^a$ and $\gamma=a-1=0.4$, giving $0.7059$ at 300 K. The equality with the 350 K value arises because both cases have $\gamma=0.4$.

**Filling and insulation.** The peak density of $1.7\times10^{19}$ cm⁻³ fills $1.7\%$ of an assumed $10^{21}$ sites per cm³. The exponential filling law in (e) holds only for low filling. Suppose the tail contains all these sites and ends sharply at its upper edge. The surface density at the source then lies about $12\%$ below the exponential law at the same Fermi level. If conductivity still follows $\nu^a$, the local $\gamma$ at the source is about 0.79 instead of 0.800, and $C_{gs}/C$ falls by about 0.001. If conductivity instead grows as $e^{E_F/k_BT}$, with $E_F$ the Fermi level measured from the tail edge, $\gamma$ there is about 0.89 and the ratio rises by about 0.007. The two laws agree only at low filling, so even the sign of this small correction depends on the hopping law. The insulator field of $0.67$ MV/cm, taken as $u_s/d$ with no threshold offset, is about $7\%$ of a rough breakdown field of 10 MV/cm. For a 3 eV triangular barrier and an effective mass of 0.4 electron masses, the tunnelling exponent is $-337$, so tunnelling is negligible.

These parameters are roughly those of a polymer transistor on silicon dioxide, usually operated with holes. Polymer mobilities and contact resistances vary widely, so the current and transit time illustrate a regime rather than one material. For the rough values assumed here, contact resistance and electrode overlap are the largest static effects. The order can change: $R=0.1$ MΩ gives only about $-1\%$, and $\beta=10^{-3}$ (m/V)$^{1/2}$ matches the contact shift. In this example they move the static source capacitance by about $-10\%$ and $+34\%$ of its intrinsic value, respectively. If the whole conducting wafer serves as the gate, the overlap includes the full contact pads and can be much larger. A measured terminal capacitance therefore needs at least these two corrections before it can be used to infer $\gamma$. Smaller effects matter too: the $4\%$ shift from field-enhanced mobility, if ignored, would change the inferred $\gamma$ from 0.8 to about 0.43. The numerical output below lists the main computed values.

## Computed values

```
gamma -0.5: Cgs/C ladder 0.6000, formula 0.6000
gamma  0.0: Cgs/C ladder 0.6667, formula 0.6667
gamma  0.8: Cgs/C ladder 0.7369, formula 0.7368
gamma  2.0: Cgs/C ladder 0.8003, formula 0.8000
Cgd/C at pinch-off for gamma = -1: 0.5000
temperature T = 300 K, tail temperature T0 = 420 K
gamma = 0.800, from Poisson integration 0.800
insulator thickness = 300 nm, relative permittivity 3.9
W = 1000 um, L = 20 um
source overdrive = 20.0 V, drain-source = 30.0 V
mobility at source = 0.010 cm2/Vs
insulator capacitance per area = 11.51 nF/cm2
full insulator capacitance C = 2.302 pF
Cgs/C = 0.7368
saturated intrinsic Cgs = 1.696 pF
overdrive at mid-channel = 15.61 V
saturation current = 0.822 uA
channel charge = 33.93 pC
transit time = 41.3 us
transit frequency 1/(2 pi tau) = 3.86 kHz
low-frequency Cgs/C from dynamics = 0.7368
real part of Cgs/C at transit frequency = 0.7320
imaginary part there = -0.0554
real part at one tenth of it = 0.7368
imaginary part at one tenth of it = -0.0056
source overlap (5 um) capacitance / C = 0.250
contact resistance = 1.00 Mohm (100000 ohm cm)
voltage lost at contact = 0.740 V
static Cgs/C with contact resistance = 0.6653
field coefficient beta = 3.0e-04 (m/V)^0.5
Cgs/C with field-enhanced mobility = 0.7087
diffusion voltage 2 kB T0/q = 72.4 mV
Cgs/C with diffusion and layer depth = 0.7341
Cgd/C with them beyond pinch-off = 0.0e+00
gradual-channel failure length at drain = 144 nm
share of channel charge there = 0.123 %
insulator thickness / channel length = 0.0150
accumulation depth at source = 0.84 nm (film permittivity 3.0)
peak carrier density = 1.72e+19 cm^-3
filling of 1e21 cm^-3 sites = 1.72 %
Cgs/C if charge sits in one layer = 0.7059 (gamma 0.40)
Cgs/C at 250 K = 0.7706, at 350 K = 0.7059
insulator field at source = 0.667 MV/cm
fraction of rough breakdown field (10 MV/cm) = 0.067
tunnelling exponent (3 eV, 0.4 electron mass) = -337
```
